# Finding the Eigenvalues That Limit Plain Density Mixing in Self-Consistent Calculations, part 2

Plain mixing $n\leftarrow n+\alpha\,(F(n)-n)$, with $F$ the self-consistent-field map, multiplies a small density error about $n^*=F(n^*)$ by $1-\alpha\mathcal E$. Here $\mathcal E=1-\chi_0K$, $\chi_0$ is the independent-particle density response and $K$ the derivative of the potential with respect to the density. We seek the extreme eigenvalues $\lambda_{\max}$, $\lambda_{\min}$ of $\mathcal E$ on neutral (zero-sum) vectors. Local convergence requires $\lambda_{\min}>0$ and $0<\alpha<\alpha_c=2/\lambda_{\max}$. The best $\alpha$ and its slowest factor per step are

$$\alpha^*=\frac{2}{\lambda_{\max}+\lambda_{\min}},\qquad \rho=1-\alpha^*\lambda_{\min}=\frac{\lambda_{\max}-\lambda_{\min}}{\lambda_{\max}+\lambda_{\min}}=\frac{\kappa-1}{\kappa+1},$$

with $\kappa=\lambda_{\max}/\lambda_{\min}$.

Units are Gaussian. A ring of $N$ cells, length $L=Na$, cross-section $S$, has $M$ grid points of spacing $h$, line density $n$ (mean $\bar n$), $g=2$ and

$$H[n]=-\frac{\hbar^2}{2m}\partial_x^2-V_0\cos\frac{2\pi x}{a}+v_H+v_x .$$

Here $v_x=-e^2(3n/\pi S)^{1/3}$ and $K=K_H+f_x$, with $f_x=v_x/3n<0$ and $K_H=4\pi e^2/(SG^2)$ in Fourier space, zero at $G=0$.

Orthonormal orbitals $c_n$ have energies $\varepsilon_n$ and occupations $f_n$: 1 or 0 (insulator), $f(\varepsilon_n)=[1+e^{(\varepsilon_n-\mu)/kT}]^{-1}$ (metal). Let $V_{mn}=c_m\cdot\delta Vc_n$, $P$ project on the kept states ($f_n>\tau$), and $Q=1-P$. Then $\chi_0\,\delta V$ is

$$\delta n=\frac gh\Big[2\sum_nf_nc_n\,\delta c_n^Q+\sum_{n,m\ \rm kept}w_{nm}c_nc_mV_{mn}-\delta\mu\sum_{\rm kept}f'_nc_n^2\Big],$$

$$Q(H-\varepsilon_n)Q\,\delta c_n^Q=-Q\,\delta V c_n,\qquad P\,\delta c^Q_n=0 ,$$

with $w_{nm}=\frac{f_n-f_m}{\varepsilon_n-\varepsilon_m}$, $w_{nn}=f'_n$, $\delta\mu=\sum_nf'_nV_{nn}/\sum_nf'_n$. The error is of order $f_d$, the largest dropped occupation. For the insulator the first (Sternheimer) term alone is exact. Conjugate gradients (CG) solve the systems; $c$ is the preconditioner's energy shift.

With $\chi_0$ negative definite on neutral vectors and $B=(-\chi_0)^{1/2}$,

$$B^{-1}\mathcal EB=1+BKB ,$$

which is symmetric, so $\mathcal E=X\Lambda X^{-1}$ with real diagonal $\Lambda$ and $\mathrm{cond}(X)=\sqrt{\mathrm{cond}(\chi_0)}$.

The three-site example has $\chi_0=-\gamma\,\mathrm{diag}(8,6)$, $\beta=\gamma U/\sqrt3$ (constants $\gamma,U$) and

$$\mathcal E=\begin{pmatrix}1&8\beta\\6\beta&1\end{pmatrix},\qquad \lambda=1\pm\sqrt{48}\,\beta=1\pm4\gamma U .$$

One Arnoldi step from $(1,1)/\sqrt2$ gave $1+7\beta$, above $\lambda_{\max}$, with $h_{21}=\beta$.

## Arnoldi iteration

Take a random neutral unit vector $v_1$. At step $j$: form $\delta V=Kv_j$, apply $\chi_0$ as above, set $y=v_j-\chi_0\delta V$; compute $h_{ij}=v_i\cdot y$ for $i\le j$ and subtract $\sum_ih_{ij}v_i$, doing this twice to keep orthogonality in floating point; set $h_{j+1,j}=\|y\|$ and $v_{j+1}=y/h_{j+1,j}$. By construction $\mathcal Ev_j=\sum_{i\le j+1}h_{ij}v_i$. Collecting $k$ columns in $\mathsf V_k$,

$$\mathcal E\,\mathsf V_k=\mathsf V_k\mathsf H_k+h_{k+1,k}\,v_{k+1}\,\hat e_k^T ,$$

where $\mathsf H_k$ is the $k\times k$ upper Hessenberg matrix and $\hat e_k$ the last unit vector. If $\mathsf H_ky=\theta y$ with $\|y\|=1$, multiplying by $y$ shows that the Ritz vector $v=\mathsf V_ky$ has residual $r=(\mathcal E-\theta)v=h_{k+1,k}\,y_k\,v_{k+1}$, of norm $|h_{k+1,k}y_k|$, known without further work. If $\theta$ is not an eigenvalue, $v=X(\Lambda-\theta)^{-1}X^{-1}r$, and taking norms gives $1\le\mathrm{cond}(X)\|r\|/\min_i|\lambda_i-\theta|$. This is the Bauer–Fike bound:

$$\min_i|\lambda_i-\theta|\le\mathrm{cond}(X)\,\|r\| .$$

For three sites after one step, $\|r\|=\beta$, $\mathrm{cond}(X)=\sqrt{8/6}$ and the error is $(7-\sqrt{48})\beta$, within the bound. The bound places $\theta$ near some eigenvalue, not necessarily the extreme one. In exact arithmetic, a start vector with the periodicity of the unit cell never leaves that symmetry sector and misses the long waves altogether; in floating point, only amplified rounding errors can bring them in. Hence the random start. The short Lanczos recurrence is not valid, because $\mathcal E$ is not symmetric in the ordinary scalar product.

The space spanned by $\mathsf V_k$ consists of the vectors $p(\mathcal E)v_1=\sum_ip(\lambda_i)a_ix_i$, with $p$ of degree below $k$, eigenvectors $x_i$ and start amplitudes $a_i$. An eigenvalue is resolved when some such $p$ is large on it and small on all others. For an isolated $\lambda_{\max}$, the choice $p=\lambda^{k-1}$ already suppresses the next distinct eigenvalue $\lambda_2$ by $(\lambda_2/\lambda_{\max})^{k-1}$. For $\lambda_{\min}$, $p$ must suppress the large eigenvalues and also separate close neighbours below 1, which takes many more steps.

## How $\lambda_{\max}$ depends on $L$

**Insulator.** Since $f_x<0$, the largest eigenvalue of $BKB$ is at most that of $BK_HB$. With $C=BK_H^{1/2}$, $CC^T$ and $C^TC$ share their non-zero eigenvalues, so this is the maximum of $y\cdot K_H^{1/2}(-\chi_0)K_H^{1/2}y/(y\cdot y)$. Put $V=K_H^{1/2}y$. On neutral functions $K_H^{-1}=-(S/4\pi e^2)\partial_x^2$, so integration by parts gives $h\,y\cdot y=(S/4\pi e^2)\int V'^2dx$. For the numerator, each occupied–empty pair has $\varepsilon_a-\varepsilon_i\ge E_g$, so

$$h\,V\cdot(-\chi_0)V=2g\sum_{i,a}\frac{V_{ai}^2}{\varepsilon_a-\varepsilon_i}\le\frac{2g}{E_g^2}\sum_{i,a}(\varepsilon_a-\varepsilon_i)V_{ai}^2 .$$

The last sum may be extended from empty $a$ to all $m$, because the occupied–occupied terms are antisymmetric and cancel. Completeness gives $\sum_m(\varepsilon_m-\varepsilon_i)V_{mi}^2=\langle i|V(H-\varepsilon_i)V|i\rangle$. This is $\tfrac12\langle i|[V,[H,V]]|i\rangle$, because $[V,[H,V]]=2VHV-V^2H-HV^2$. For local potentials $[H,V]=-(\hbar^2/2m)(V''+2V'\partial_x)$ and $[V,V'\partial_x]=-V'^2$, so $[V,[H,V]]=(\hbar^2/m)V'^2$. Summing over $i$ gives the f-sum rule $2g\sum_{ia}(\varepsilon_a-\varepsilon_i)V_{ai}^2=(\hbar^2/m)\int nV'^2dx$. With $n\le n_{\max}$ the integrals of $V'^2$ cancel in the quotient:

$$\lambda_{\max}\le1+\frac{4\pi e^2\hbar^2n_{\max}}{mSE_g^2}=1+\Big(\frac{\hbar\omega_p}{E_g}\Big)^2 .$$

No $L$ appears, so the bound is uniform as long as the gap stays open. On a grid the commutator holds up to aliasing, and a non-local potential adds terms to it.

**Metal.** Both $\chi_0$ and $K$ commute with lattice translations, so $\mathcal E$ is block diagonal in the Bloch wavevector $q$. In the block $q=2\pi/L$, write $K=k_q|q\rangle\langle q|+K'$, with $k_q=4\pi e^2/(Sq^2)$ and $|q\rangle$ the normalised plane wave. The rest $K'$ is bounded independently of $L$, since the other wavevectors satisfy $|q+G|\ge2\pi/a-q$. Then $1+BKB$ is the rank-one matrix $k_qB|q\rangle\langle q|B$, with eigenvalue $-k_q\chi_0(q,q)$, plus a symmetric matrix of bounded norm, which can shift the largest eigenvalue by no more than that norm. In Bloch states with periodic parts $u_{bk}$,

$$\chi_0(q,q)=\frac gL\sum_{k,b,b'}w_{bk,\,b'k+q}\,|\langle u_{b'k+q}|u_{bk}\rangle|^2 ,$$

and $\delta\mu=0$ because $e^{iqx}$ has no diagonal elements. For small $q$, interband squared overlaps are $O(q^2)$, intraband ones are $1-O(q^2)$, and the intraband weight is $f'(\varepsilon_{b,k+q/2})+O(q^2)$. If the sum over $k$ approximates an integral, the shift $q/2$ is immaterial and $-\chi_0(q,q)=D+O(q^2)$, with $D=-(g/L)\sum_nf'_n=d\bar n/d\mu$. The $O(q^2)$ part times $k_q$ is $O(1)$, so

$$\lambda_{\max}=\frac{4\pi e^2D}{Sq^2}+O(1)=\frac{k_{TF}^2L^2}{4\pi^2}+O(1),\qquad k_{TF}^2=\frac{4\pi e^2D}{S}.$$

This is charge sloshing: a long-wave density error produces a large potential, which the metal overscreens. In the insulator the intraband weights vanish, and the interband $q^2$ cancels the $1/q^2$ of the kernel. The replacement of the sum by an integral fails when $kT$ is small against the level spacing.

**Uniform limit.** For $V_0=0$ plane waves diagonalise everything: $\lambda(q)=1-\chi_0(q)[4\pi e^2/(Sq^2)+f_x]$, with $\chi_0(q)=(g/L)\sum_k(f_k-f_{k+q})/(\varepsilon_k-\varepsilon_{k+q})$. Shifting $k\to k-q$ in the $f_{k+q}$ term gives $(g/L)\sum_kf_k[(\varepsilon_k-\varepsilon_{k+q})^{-1}+(\varepsilon_k-\varepsilon_{k-q})^{-1}]$. For $q$ far above the occupied $k$, both denominators tend to $-\hbar^2q^2/2m$, and $\chi_0\to-4m\bar n/(\hbar^2q^2)$. Then $\lambda-1\propto q^{-2}(4\pi e^2/Sq^2-|f_x|)$, and setting the derivative with respect to $q^{-2}$ to zero puts the minimum at $q^2=2\cdot4\pi e^2/(S|f_x|)$.

## Worked example

The chosen inputs are $a=3.5$ Å and $S=8.5$ Å$^2$ (cell volume $aS=29.75$ Å$^3$), $V_0=4$ eV, 8 points per cell ($h=0.4375$ Å), $c=5$ eV, CG tolerance $10^{-12}$, and Arnoldi tolerance $10^{-8}$ relative to $\max(1,|\theta|)$. The constants are $e^2=2.30708\times10^{-19}$ erg cm $=14.39965$ eV Å and $\hbar^2/m=7.61996$ eV Å$^2$, so $4\pi e^2/S=21.2884$ eV/Å. The insulator has two electrons per cell at $T=0$; the metal has one, at $kT=0.25$ eV with $\tau=10^{-11}$.

**Uniform ring, $N=8$, one electron per cell.** At $q_1=0.22440$ Å$^{-1}$, $K=21.2884/0.22440^2-5.339=422.76-5.34=417.42$ eV Å and $\chi_0=-0.201086$ (eV Å)$^{-1}$, so $\lambda=1+0.201086\times417.42=84.94$. The Lindhard sum and Arnoldi both give $84.938718$. The large-$q$ estimate puts the minimum at $q=(2\times21.2884/5.339)^{1/2}=2.82$ Å$^{-1}$, or $12.6\,q_1$. The exact minimum is at $12\,q_1$ with $\lambda_{\min}=0.947661$, again from both routes.

**Periodic potential, $N=8$** ($L=28$ Å, $M=64$). The insulator keeps 8 states and needs 14 CG steps per application on average; the metal keeps 11 and needs 16. The extreme Ritz values (max/min) after $k$ steps are:

| $k$ | insulator | metal |
|---|---|---|
| 2 | 7.3373 / 1.0692 | 75.7473 / 3.3901 |
| 4 | 7.3977 / 0.9716 | 117.5476 / 1.0653 |
| 8 | 7.3796 / 0.9713 | 117.5445 / 0.9697 |
| 16 | 7.3796 / 0.9570 | 117.5445 / 0.9489 |
| final | 7.37959 / 0.953881 | 117.54454 / 0.946298 |

The final values agree with the dense spectra on the same grid to all printed digits. Those digits belong to the grid of 8 points per cell: with 24 points the insulator values become $7.37960$ and $0.953859$ (a shift of $2\times10^{-5}$ in $\lambda_{\min}$), and the metal $\lambda_{\min}$ moves by $10^{-6}$. At $k=4$ both upper values overshoot, as in the three-site case. With $\mathrm{cond}(X)=5.69$ and $16.47$, the Bauer–Fike bounds on $\lambda_{\max}$ are $5.69\times3.0\times10^{-8}=1.7\times10^{-7}$ and $16.47\times2.7\times10^{-7}=4.4\times10^{-6}$.

For the insulator, $\kappa=7.37959/0.953881=7.7364$, $\alpha_c=2/7.37959=0.271018$, $\alpha^*=2/8.333471=0.239996$ and $\rho=6.425709/8.333471=0.771072$, so a decade of error costs $\ln10/(-\ln\rho)=8.9$ steps. The bound uses $\hbar\omega_p=(21.2884\times7.61996\times0.97582)^{1/2}=12.5815$ eV and $E_g=2.8344$ eV, giving $1+(12.5815/2.8344)^2=20.703$. It holds but is loose, mainly since it assigns the smallest gap to every transition and the largest density to every point; dropping the attractive exchange adds a little more.

For the metal, $\kappa=124.2151$, $\alpha_c=0.017015$, $\alpha^*=0.016879$, $\rho=0.984027$, and a decade costs 143 steps. The estimate is $21.2884\times0.27312/0.22440^2=115.46$, against $117.54$.

**Size dependence.**

| $N$ | insulator $\lambda_{\max}$ | metal $\lambda_{\max}$ | metal estimate |
|---|---|---|---|
| 4 | 5.00893 | 32.35970 | 35.4208 |
| 8 | 7.37959 | 117.54454 | 115.4643 |
| 16 | 8.51961 | 462.26947 | 459.7086 |

From $N=8$ to $16$ the insulator value grows by a factor of 1.1545; it is still rising, more slowly, and far under its bound of 20.684. The metal value grows by a factor of 3.9327, and its excess over the estimate, $2.08$ and then $2.56$, stays of order one. At $N=4$ the estimate is too high (ratio 0.9136). The levels are then too sparse for $kT=0.25$ eV: $\mu$ lies near a half-filled pair of levels, where $-f'$ peaks. This holds for the larger rings too, but at $N=4$ that single pair supplies most of $D$, and $D=0.33513$ exceeds the $0.27185$ (eV Å)$^{-1}$ of $N=16$. In both systems $\lambda_{\min}$ hardly depends on $L$. This is what a short-wave mode would give, as found for the uniform ring; the wavevector of the mode is not examined with the periodic potential.

Three features of the output need comment. First, $\lambda_{\max}$ converges in 6 to 14 steps, but $\lambda_{\min}$ needs 48 and 42 steps at $N=8$. Complex conjugation maps block $q$ onto block $-q$ with the same eigenvalues, so there are at most $7+8+3\times8=39$ distinct ones (neutral $q=0$ block, zone boundary, three pairs), and exact Arnoldi would end by step 39. Rounding and CG errors seed the degenerate partners, which consume further steps. Eight digits of $\lambda_{\min}$ thus cost most of the space. They are not needed: the $k=16$ values give $\alpha^*=2/(7.3796+0.9570)=0.23991$ for the insulator. Second, the Sternheimer term alone, applied to $\cos qx$ in the metal, differs from the full response by $1.0004$ times the norm of the full response, so the kept–kept block cannot be omitted. That block contains the intraband pairs of the partly filled band, which gave $-\chi_0(q,q)\approx D$ above. Third, loosening $\tau$ to $10^{-4}$ gives an error of only $1.6\times10^{-9}$, relative to the norm of the full sum-over-states response to a random $\delta V$. The cut then keeps 8 states, the whole first band, and falls in the band gap, so $f_d=6.4\times10^{-9}$. The error follows $f_d$, not $\tau$.

The decision follows from the scaling. For the insulator, plain mixing with $\alpha$ below $2/8.51961=0.23475$ serves up to $N=16$, and the bound guarantees local convergence for $0<\alpha<2/20.684=0.09669$ while $E_g$, $n_{\max}$ and the sign of $\lambda_{\min}$ stay as found. For the metal, $\alpha_c$ falls to $2/462.27=0.0043$ at $N=16$ and continues as $L^{-2}$. A Kerker factor $q^2/(q^2+k_{TF}^2)$ on the residual cancels the leading $k_{TF}^2/q^2$. The same factor harms the insulator, where it drives the bounded long-wave eigenvalues to zero as $q^2$. All of this is linear theory about $n^*$; far from self-consistency, $\chi_0$ and $K$ differ and a smaller $\alpha$ may be needed.

The numerical check below compares the Sternheimer response with the full sum over all $M$ states (errors $9.5\times10^{-14}$ and $1.4\times10^{-13}$ at $N=8$, relative to the norm of the full sum, for a random $\delta V$) and with central differences of the nonlinear map $F$ ($6.4\times10^{-10}$ and $7.5\times10^{-10}$, relative to the norm of the difference quotient, for a random neutral $\delta n$). It tests $K_H$ against quadrature with the real-space Green function of the ring, the Arnoldi values against the Lindhard sums and against dense spectra of both $1-\chi_0K$ and $1+BKB$, the true residual (required to be below ten times the tolerance once the estimate $|h_{k+1,k}y_k|$ passes it), the Bauer–Fike bound, the f-sum rule, the insulator bound and the $L^2$ law. For the metal it computes $3N$ low states to locate the cut and discards those with $f\le\tau$. It also runs the nonlinear mixing. At $1.05\,\alpha_c$ the predicted growth $|1-2.1|=1.1$ is measured as $1.10000$ in both systems. At $\alpha^*$ the insulator error decays at $0.76862$ per step over the last 22 of 44 steps, slightly faster than $\rho=0.771072$, and slower than the factor $1-\alpha^*=0.760$ of an eigenvalue at 1. This is consistent with modes between $\lambda_{\min}$ and 1 still contributing to the norm, though the program does not test that cause.

## Computed results

```
e^2 = 14.39965 eV A = 2.30708e-19 erg cm; hbar^2/m = 7.61996 eV A^2
a = 3.5 A, S = 8.5 A^2, aS = 29.75 A^3, V0 = 4.0 eV, 8 points/cell, h = 0.4375 A
metal kT = 0.25 eV, tau = 1e-11; CG shift c = 5.0 eV, CG tol 1e-12, Arnoldi tol 1e-8
4 pi e^2/S = 21.2884 eV/A
uniform N=8: q1 = 0.22440 1/A, chi0(q1) = -0.201086 1/(eV A), f_x = -5.33900 eV A
uniform Lindhard: lmax 84.938718, lmin 0.947661 (j=12)
uniform Arnoldi:  lmax 84.938718, lmin 0.947661
--- insulator: 2 electron(s)/cell, kT = 0.0 eV
N=4 L=14 A M=32 kept=4 CG mean=11: lmax=5.00893 (step 9), lmin=0.953414 (step 26)
   Eg=2.8119 eV, hbar*wp(nmax)=12.6394 eV, bound=21.204, f-sum ratio=1.0000000
N=8 L=28 A M=64 kept=8 CG mean=14: lmax=7.37959 (step 10), lmin=0.953881 (step 48)
   Eg=2.8344 eV, hbar*wp(nmax)=12.5815 eV, bound=20.703, f-sum ratio=1.0000000
   N=8: n min/max = 0.23175/0.97582 1/A, dense lmax=7.37959, lmin=0.953881
   eigvec cond=5.69, true residuals max/min=3.0e-08/4.3e-10
   Ritz max/min: m=2: 7.3373/1.0692; m=4: 7.3977/0.9716; m=8: 7.3796/0.9713; m=16: 7.3796/0.9570
   rel. error vs sum over states 9.5e-14, vs finite difference 6.4e-10
   kappa=7.7364, alpha_c=0.271018, alpha*=0.239996, rho=0.771072, steps/decade=8.9
   mixing at 1.05 alpha_c: growth per step 1.10000 (predicted 1.1)
   mixing at alpha*: rate 0.76862 over last 22 of 44 steps
N=16 L=56 A M=128 kept=16 CG mean=16: lmax=8.51961 (step 14), lmin=0.953898 (step 86)
   Eg=2.8353 eV, hbar*wp(nmax)=12.5792 eV, bound=20.684, f-sum ratio=1.0000000
--- metal: 1 electron(s)/cell, kT = 0.25 eV
N=4 L=14 A M=32 kept=5 CG mean=12: lmax=32.35970 (step 6), lmin=0.945781 (step 25)
   D=0.33513 1/(eV A), q=0.44880 1/A, 4pi e^2 D/(S q^2)=35.4208, lmax/est=0.9136
N=8 L=28 A M=64 kept=11 CG mean=16: lmax=117.54454 (step 7), lmin=0.946298 (step 42)
   D=0.27312 1/(eV A), q=0.22440 1/A, 4pi e^2 D/(S q^2)=115.4643, lmax/est=1.0180
   N=8: n min/max = 0.12207/0.49099 1/A, dense lmax=117.54454, lmin=0.946298
   eigvec cond=16.47, true residuals max/min=2.7e-07/8.5e-09
   Ritz max/min: m=2: 75.7473/3.3901; m=4: 117.5476/1.0653; m=8: 117.5445/0.9697; m=16: 117.5445/0.9489
   rel. error vs sum over states 1.4e-13, vs finite difference 7.5e-10
   kappa=124.2151, alpha_c=0.017015, alpha*=0.016879, rho=0.984027, steps/decade=143.0
   mixing at 1.05 alpha_c: growth per step 1.10000 (predicted 1.1)
   mu-e1=0.6594 eV, largest dropped f=2.9e-13, Sternheimer-only error at q: 1.0004
   tau=1e-4: kept=8, largest dropped f=6.4e-09, error=1.6e-09
N=16 L=56 A M=128 kept=23 CG mean=21: lmax=462.26947 (step 8), lmin=0.946297 (step 76)
   D=0.27185 1/(eV A), q=0.11220 1/A, 4pi e^2 D/(S q^2)=459.7086, lmax/est=1.0056
lmax(16)/lmax(8): insulator 1.1545, metal 3.9327
```
